# Surface-potential response to periodic interface charge near flat band, part 2

A metal gate at $z=-d$, an oxide in $-d<z<0$ and a p-type semiconductor in $z>0$ are at flat band. A static charge per area $\sigma_q\cos qx$ is added at the interface $z=0$, with the gate voltage held fixed. The resulting change of potential is $\phi=f(z)\cos qx$ in the linear theory, with $f(-d)=0$ and surface amplitude $\phi_s=f(0)$:

$$\boxed{\;\phi_s=\frac{\sigma_q}{D(q)},\qquad D(q)=\varepsilon_{ox}\,q\coth qd+\varepsilon_s\sqrt{q^2+\frac1{L^2}}\;} \tag{5}$$

SI equations are used. The permittivities $\varepsilon_{ox}$ and $\varepsilon_s$ include $\varepsilon_0$, $e>0$ is the elementary charge, $k$ is Boltzmann's constant and $T$ the temperature. The acceptors, of density $N_A$, are ionized and treated as a smooth background; the holes, of density $p$, are classical. The Debye length $L$ obeys $L^2=\varepsilon_skT/(e^2N_A)$. Before linearization, $u=e\phi/kT$ obeys $\nabla^2u=(1-e^{-u})/L^2$ in the semiconductor. In the linear theory $f=\phi_se^{-\kappa z}$ there, with $\kappa=\sqrt{q^2+L^{-2}}$.

The oxide term of $D(q)$ is $G(q)=\varepsilon_{ox}q\coth qd$. For uniform charge, $D(0)=C_{ox}+C_D$, with $C_{ox}=\varepsilon_{ox}/d$ and $C_D=\varepsilon_s/L$. At small $q$, $D(q)\approx D(0)(1+q^2\ell^2)$, which defines the length $\ell$ (`ell` in the numerical output).

For added charge of density $\rho(z)\cos qx$ inside the semiconductor, and none on the interface,

$$f''-\kappa^2f=-\frac{\rho(z)}{\varepsilon_s}. \tag{9}$$

$$f(0)=\frac1{D(q)}\int_0^\infty\rho(z)\,e^{-\kappa z}dz. \tag{10}$$

The germanium example has $\varepsilon_s=16\varepsilon_0$, $\varepsilon_{ox}=9\varepsilon_0$, $d=5.0$ nm, $N_A=10^{17}$ cm$^{-3}$ and $T=300$ K. The charge amplitude is $10^{11}\,e$/cm² and the wavelength 50 nm. Then $kT/e=25.85$ mV, $L=15.12$ nm, $q=0.1257$ nm$^{-1}$, $\kappa=0.1420$ nm$^{-1}$, $C_{ox}=1.594$, $C_D=0.937$ and $D(q)=3.81$ µF/cm², and $\phi_s=4.2$ mV. A uniform charge of the same size gives 6.3 mV.

### The first nonlinear terms

How close to flat band must the surface stay? Expand the hole charge one order further, $1-e^{-u}\approx u-u^2/2$. Write $u=u_1+u_2$, where $u_1$ is the linear solution and $u_2$ is of second order in the charge. Keeping second-order terms gives

$$\nabla^2u_2-\frac{u_2}{L^2}=-\frac{u_1^2}{2L^2}. \tag{11}$$

Let $A=e\phi_s/kT$. Then $u_1=Ae^{-\kappa z}\cos qx$, and since $\cos^2qx=(1+\cos2qx)/2$, the right side of (11) is

$$-\frac{A^2}{4L^2}\,e^{-2\kappa z}\,(1+\cos2qx).$$

The quadratic response thus creates a uniform part, $m=0$, and a second harmonic, $m=2$. For each, (11) has the form (9) with wavevector $mq$ and with $\rho/\varepsilon_s$ replaced by $(A^2/4L^2)e^{-2\kappa z}$. The external interface charge has been used up at first order, and the gate potential stays fixed, so (10) applies. Define

$$\kappa_m=\sqrt{m^2q^2+L^{-2}} .$$

The integral of $e^{-(2\kappa+\kappa_m)z}$ is $1/(2\kappa+\kappa_m)$, and the surface amplitude is

$$u_m=\frac{A^2}{4}\,\frac{\varepsilon_s/L^2}{D(mq)\,(2\kappa+\kappa_m)},\qquad m=0,2. \tag{12}$$

For the mean shift, $\kappa_0=1/L$ and $\varepsilon_s/L=C_D$. Multiplying numerator and denominator by $L$ gives

$$u_0=\frac{A^2}{4}\,\frac{C_D}{C_{ox}+C_D}\,\frac1{1+2\kappa L}. \tag{13}$$

The shift is positive for either sign of $\sigma_q$, because it depends on $A^2$. A negative potential attracts more holes than an equal positive potential removes. Averaged over a period, this leaves extra positive charge, and the mean surface potential moves towards depletion.

For the germanium example $A=0.163$ and $2\kappa L=4.29$. The capacitance ratio is $0.937/2.531=0.370$. Equation (13) then gives

$$\frac{kT}{e}u_0=25.85\ \text{mV}\times\frac{0.163^2}{4}\times\frac{0.370}{5.29}=0.012\ \text{mV}.$$

The second harmonic from (12) is 0.0032 mV. Both are negligible beside 4.2 mV.

A two-dimensional finite-volume solution of the nonlinear equation tests this at one fifth of the charge. Its fundamental amplitude is 1.00016 times the linear formula, and both second-order amplitudes agree with (12) within the required 1%. At the full charge it gives the same 0.0120 and 0.0032 mV as (12).

Now raise the charge amplitude tenfold, to $10^{12}\,e$/cm², at the same wavelength. The linear formula predicts 42 mV, for which $A=1.6$, and the expansion is no longer justified by a small $A$. Yet the nonlinear solution changes the fundamental by just $-0.6\%$, relative to proportional scaling from the weak charge. The mean shift is 1.22 mV, against 1.20 mV from (13).

Two things keep this change small. At 50 nm the holes contribute just 6% of $D$, while the oxide and the dielectric response of the semiconductor remain linear. In addition, the positive crests rise above the linear prediction while the negative troughs become shallower, and these deviations largely cancel in the fundamental. For this stack the cancellation persists at long wavelengths, where the holes supply $C_D/D(0)=37\%$ of the stiffness. At 1000 nm and the same tenfold charge, the fundamental changes by about $-1\%$. The local potential is less tolerant: the crests are 13% higher and the troughs 16% shallower than the linear formula predicts, and the mean shifts by 4.6 mV. How complete the cancellation is depends on the share of the holes in $D(0)$. With a 50 nm oxide and a charge chosen to give the same $A=2.4$ at 1000 nm, the fundamental changes by about $+6\%$ and the crests are 42% higher than the linear formula predicts.

Symmetry explains why the correction to the fundamental starts late. Reversing $\sigma_q$ is the same as displacing the pattern by half a wavelength, which reverses the fundamental and leaves the mean and second harmonic unchanged. The fundamental is therefore odd in $\sigma_q$, and its first relative correction is of order $A^2$.

### Randomly placed acceptors

The smooth acceptor background is a more serious idealization. The mean acceptor spacing $N_A^{-1/3}$ is 21.5 nm, and a sphere of radius $L$ contains 1.45 acceptors on average. The surface potential therefore varies from place to place even without added interface charge.

Its variance can be estimated with linear screening. Consider one acceptor at depth $z$, of charge $-e$. Expand its lateral delta function in plane waves with two-dimensional wavevector $\mathbf k$. The layers are isotropic in the plane, so each wave responds with $D(k)$, where $k=|\mathbf k|$. By (10), the surface potential at lateral displacement $\mathbf r$ is $-eK(\mathbf r,z)$, with

$$K(\mathbf r,z)=\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\mathbf r}\,\frac{e^{-\kappa(k)z}}{D(k)},\qquad \kappa(k)=\sqrt{k^2+L^{-2}} .$$

Let $M$ acceptors be placed independently and uniformly in a large volume $V$, with $M/V=N_A$. Variances of independent contributions add:

$$\langle\delta\phi^2\rangle=Me^2\left[\frac1V\int K^2\,d^2r\,dz-\left(\frac1V\int K\,d^2r\,dz\right)^2\right].$$

The second term, times $M$, is of order $N_A/V$ and vanishes for a large volume. In the first, Parseval's theorem turns the lateral integral into one over $\mathbf k$:

$$\langle\delta\phi^2\rangle=e^2N_A\int_0^\infty dz\int\frac{d^2k}{(2\pi)^2}\,\frac{e^{-2\kappa z}}{D^2(k)} .$$

The depth integral is $1/2\kappa$, and $d^2k=2\pi k\,dk$. The result is

$$\langle\delta\phi^2\rangle=\frac{e^2N_A}{4\pi}\int_0^\infty\frac{k\,dk}{\kappa(k)\,D^2(k)}. \tag{14}$$

At large $k$ the integrand falls as $1/k^2$, so the integral converges. For acceptors deeper than 2 nm, direct integration of $K^2$ in real space agrees with the corresponding wavevector integral within the required 1%.

For the example, (14) gives an rms value of 6.5 mV, larger than the 4.2 mV signal. Equation (5) therefore describes the response averaged over dopant arrangements, or along a sufficiently long stripe, and not the potential at one chosen point.

The rms value is no typical Gaussian spread. Close to an acceptor near the interface, at distance $s$, the short-distance potential varies as $1/s$. The integral of its fourth power over volume contains $\int s^2ds/s^4$ and diverges at small $s$. Rare close acceptors carry great weight, and near them linear screening itself fails. Nearly half of the variance in (14) comes from acceptors so close that their linear potential exceeds $kT/e$. The value 6.5 mV is an estimate of scale. Within linear screening, random arrangements give a narrower typical spread: about 68% of places lie in a central range with a half-width of 3.9 mV, comparable with the signal.

The interface charge is discrete as well. At a density equal to the amplitude, $10^{11}$ cm$^{-2}$, the mean spacing is 32 nm, comparable with the wavelength. The amplitude $\sigma_q$ must then be read as the Fourier component of the average charge density along the stripes. If such charges are placed independently at this density, linear screening gives them a scatter of their own, with a central 68% half-width of about 4.2 mV, as large as the signal. Their variance, proportional to $\int k\,dk/D^2(k)$, diverges logarithmically at large $k$.

### Interface traps

Let the interface have $D_{it}$ trap states per area and energy, filled in equilibrium with the semiconductor. A positive surface potential lowers the electron energies by $e\phi$ and fills $D_{it}e\phi$ further states per area. The added charge is $-C_{it}\phi$, with $C_{it}=e^2D_{it}$. Gauss's law becomes

$$D(q)\phi_s=\sigma_q-C_{it}\phi_s\quad\Rightarrow\quad\phi_s=\frac{\sigma_q}{D(q)+C_{it}}. \tag{15}$$

For $D_{it}=10^{12}$ cm$^{-2}$eV$^{-1}$, $C_{it}=0.16$ µF/cm². The response falls by $0.16/(3.81+0.16)$, or 4.0%. This assumes that every trap in the relevant energy range has time to respond. Traps too slow to follow a changing charge contribute less.

### Imperfect screening in the gate

A real metal lets the field in over a short length $\lambda_g$. For $q\lambda_g\ll1$, model it by a surface capacitance $Y=\varepsilon_0/\lambda_g$, so that the gate surface potential $f_g$ obeys $\varepsilon_{ox}f'(-d)=Yf_g$. In the oxide,

$$f(z)=f_g\left[\cosh q(z+d)+\frac{Y}{\varepsilon_{ox}q}\sinh q(z+d)\right].$$

The ratio $\varepsilon_{ox}f'(0^-)/f(0)$ replaces $G(q)$. Dividing numerator and denominator by $\cosh qd$ gives

$$G_Y(q)=\varepsilon_{ox}q\,\frac{Y+\varepsilon_{ox}q\tanh qd}{\varepsilon_{ox}q+Y\tanh qd}. \tag{16}$$

As $Y\to\infty$ this returns to $\varepsilon_{ox}q\coth qd$. With the rough value $\lambda_g=0.05$ nm, the example's response rises by 3.1%. The atomic structure of the gate surface, which shifts the effective position of the gate charge, is left out.

### The quantum dark layer

At a hard wall, hole waves vary as $\sin k_zz$ and the density vanishes. For classical occupation, the weight of $k_z$ is the Gaussian $\exp(-\hbar^2k_z^2/2mkT)$, with variance $mkT/\hbar^2$. Since $2\sin^2k_zz=1-\cos2k_zz$, and the average of $\cos bk_z$ over a Gaussian of variance $s^2$ is $e^{-b^2s^2/2}$,

$$\frac{p(z)}{N_A}=1-w(z),\qquad w(z)=\exp\!\left(-\frac{2mkTz^2}{\hbar^2}\right). \tag{17}$$

The integral of $w$ is the width of the dark layer. For a rough hole mass of 0.3 electron masses it is 1.96 nm.

As an estimate, let the local screening be proportional to this density. Then $1/L^2$ is replaced by $(1-w)/L^2$, and the missing screening acts in (9) as an added charge $\varepsilon_swf/L^2$. With the unperturbed $f=\phi_se^{-\kappa z}$, (10) gives

$$\frac{\delta\phi_s}{\phi_s}\approx\frac{\varepsilon_s}{L^2D(q)}\int_0^\infty w(z)\,e^{-2\kappa z}dz .$$

Ignoring the decay $e^{-2\kappa z}$ would give $0.937\times1.96/(15.12\times3.81)$, or 3.2%. The layered equation with the full profile gives 2.4% at 50 nm and 4.3% for a uniform charge. The missing holes also leave uncompensated acceptors near the wall. Their static band bending is outside this estimate, so it is not a self-consistent quantum calculation.

### Smaller corrections

Ionization is not quite complete. For isolated acceptors with a rough binding energy of 11 meV, degeneracy 4 and the density of states below, about 90% are ionized. Neutral acceptors also take part in screening, so $1/L^2$ falls by only 1% and the response rises by about 0.06%.

Degeneracy weakens the compressibility of the hole gas and lengthens $L$. For a rough valence-band density of states of $5\times10^{18}$ cm$^{-3}$, the response rises by 0.04%. With a rough intrinsic density of $2\times10^{13}$ cm$^{-3}$ at 300 K, the ratio of electrons to holes at flat band is $4\times10^{-8}$.

Operation at 360 K, with the other parameters fixed, lengthens $L$ as $\sqrt T$ and raises the response by 1.0%.

The modulated normal field in the oxide at the interface is $\phi_sq\coth qd=0.0095$ MV/cm, far below oxide breakdown fields, which are roughly several MV/cm. A mean interface charge adds a dc field that this number does not include. For a rectangular barrier of 2.5 eV and a tunnelling mass of 0.3 electron masses, both rough, the tunnelling factor $\exp(-2d\sqrt{2m\Phi}/\hbar)$ is about $5\times10^{-20}$, where $\Phi$ is the barrier height. Leakage through defects is not covered by this factor.

### Germanium devices beside the model

The permittivities, doping and oxide thickness belong to the regime of germanium test capacitors, but the 5 nm oxide is thick for a scaled logic transistor. The assumption of few traps is easily broken at germanium interfaces. If $D_{it}$ were $10^{13}$ cm$^{-2}$eV$^{-1}$, (15) would lower the 4.2 mV response by 30%, provided the traps follow. A working transistor is also often far from flat band. If depletion removes the holes to a depth much greater than $1/q$, $\kappa$ becomes $q$. The 50 nm response then rises by about 6%, whereas the uniform response changes according to the depletion width. In accumulation, and in inversion well beyond its usual onset, the dense mobile carriers near the interface instead screen a static pattern more strongly than (5) predicts. At the onset itself, where the electron density at the surface equals $N_A$, the thin electron layer does not yet do so at 50 nm. For this stack near flat band, charge patterns finer than about 32 nm are suppressed to less than half the uniform response. That length must be recalculated when the oxide, doping or bias changes. The numerical output gives the remaining digits and the separate contributions to $D(q)$.

## Values computed for the example and the checks

```
Inputs: eps_s 16, eps_ox 9 (relative), oxide 5.0 nm
Acceptors 1.0e+17 cm^-3, temperature 300 K
Charge amplitude 1.0e+11 e/cm2, wavelength 50 nm
Thermal voltage 25.852 mV; Debye length L 15.119 nm
C_ox 1.5938, C_D 0.9370 uF/cm2
D(0) 2.5308 uF/cm2; uniform response 6.331 mV
q 0.12566 1/nm; qd 0.6283; coth(qd) 1.7957
kappa 0.14201 1/nm; 1/kappa 7.042 nm
D(q) 3.8099 uF/cm2
Surface potential amplitude 4.205 mV; e phi/kT 0.1627
Long-wave length ell 6.897 nm
Wavelength at half the uniform response 31.55 nm
Table: wavelength nm | oxide, semiconductor parts uF/cm2 | phi, bare phi mV
(bare: no gate and no Debye screening)
    10 | 5.0257, 8.9504 | 1.146, 1.152
    20 | 2.7296, 4.5482 | 2.201, 2.304
    50 | 1.7982, 2.0118 | 4.205, 5.760
   100 | 1.6458, 1.2924 | 5.453, 11.520
   200 | 1.6068, 1.0373 | 6.059, 23.039
  1000 | 1.5943, 0.9412 | 6.319, 115.197
Largest relative error, formula vs layered solver: 2.1e-05
2D solver/linear formula at 0.2 of the charge: 1.00016
Mean shift: formula 0.0120, 2D 0.0120 mV
2nd harmonic: formula 0.0032, 2D 0.0032 mV
Nonlinear change of fundamental: -0.006 %
Tenfold charge: linear phi 42.05 mV, e phi/kT 1.627
Tenfold charge: change of fundamental -0.63 %
Tenfold charge, mean shift: formula 1.196, 2D 1.225 mV
Neglected effects (change of phi at the example wavelength):
Hole dark layer, mass 0.3 m_e: width 1.96 nm, +2.38 % (uniform +4.31 %)
Traps 1e+12 /(cm2 eV): 0.160 uF/cm2, -4.04 %
Gate screening length 0.05 nm: +3.09 %
Degeneracy, N_v 5e+18 cm^-3: +0.040 %
Operation at 360 K: +0.97 %
Minority/majority ratio, n_i 2e+13 cm^-3: 4.0e-08
Random-acceptor rms surface potential 6.52 mV
Acceptor spacing N^(-1/3) 21.5 nm; acceptors in Debye sphere 1.45
Spacing of interface charges 31.6 nm
Peak modulated oxide field 0.0095 MV/cm
Tunnel exponent 44.4 (barrier 2.5 eV, mass 0.3 m_e); factor 5.4e-20
```
